**Ballistic current of one spin-degenerate subband at finite temperature**

The program examines I = (2e kT/h) {ln[1+exp((mu_s−top)/kT)] − ln[1+exp((mu_d−top)/kT)]}, where mu_s and mu_d are the source and drain electrochemical potentials, top is the highest subband edge along the channel, and T is the temperature. It asserts that this form, and the equivalent one in the contact occupations at the barrier top, agree with a k-space integral for two dispersions, three temperatures, two barrier positions and three biases; the largest relative error is 2.8e-8. It also asserts the cold, dilute and small-bias limits and the response to barrier motion. Time evolution of two joined half chains gives a flux of 0.09744 hopping/ħ, against 0.09743 from the finite-band formula. Numerical scattering from a smooth barrier is asserted to approach the sharp-threshold current as the barrier widens, and a stack of scattering slabs to reproduce the backscattering formula. For rough InAs-nanowire parameters at 300 K and 0.2 V, the output gives 4.14 µA in the on state and 41.4 nA in the off state. The largest on-state corrections come from barrier motion, about 16 % for a 10 meV shift, while tunnelling and reflection add 25 % to the off current.

## Numerical verification

```python
"""
Result under test: ballistic current of one spin-degenerate 1D subband,
  I = (2 e kT/h) { ln[1+exp((mu_s-top)/kT)] - ln[1+exp((mu_d-top)/kT)] }
    = (2 e kT/h) ln[(1-f_d)/(1-f_s)],   f_s, f_d = contact occupations at top.
mu_s, mu_d : electrochemical potentials of source and drain (eV)
top        : highest point of the subband edge along the channel (eV)
T          : temperature (K);  lengths in nm, currents in A.
Current is positive when electrons flow from source to drain.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

e = sc.e
kB = sc.k / e                                  # eV/K
hbar = sc.hbar / e                             # eV s
G0 = 2 * e**2 / sc.h                           # S

# Round model parameters, regime of a thin InAs nanowire transistor
mass, gap, spacing = 0.05, 0.50, 0.15          # m0, eV, eV
T, V = 300.0, 0.20                             # K, V
mu_s, mu_d = 0.0, -V
top_on, top_off = -0.05, 0.10                  # eV
source_edge = -0.15                            # eV, subband edge in source
half_width = 15.0                              # nm, barrier U0/cosh^2(x/a)
R_contact = 1000.0                             # ohm, each contact
mean_free_path = 150.0                         # nm
C_gate = 1.0e-9                                # F/m
drain_coupling = 0.05                          # eV of barrier per V
T_hot = 358.0                                  # K
c_kin = sc.hbar**2 / (2 * mass * sc.m_e) / e * 1e18   # eV nm^2


def fermi(E, mu, temp):
    return expit((mu - E) / (kB * temp))


def log_current(ms, md, top, temp):
    kt = kB * temp
    return G0 * kt * (np.logaddexp(0, (ms - top) / kt)
                      - np.logaddexp(0, (md - top) / kt))


def occupation_current(ms, md, top, temp):
    fs, fd = fermi(top, ms, temp), fermi(top, md, temp)
    return G0 * kB * temp * np.log((1 - fd) / (1 - fs))


def parabolic(k):
    return c_kin * k**2


def two_band(k):
    return 0.5 * gap * (np.sqrt(1 + 4 * c_kin * k**2 / gap) - 1)


nodes, weights = np.polynomial.legendre.leggauss(1000)
k_grid, k_weight = 1.5 * (nodes + 1), 1.5 * weights    # 0..3 per nm


def k_current(band, ms, md, top, temp):
    """Sum of e*velocity over occupied k states, velocity by differences."""
    d = 1e-4
    velocity = (band(k_grid + d) - band(k_grid - d)) / (2 * d * hbar)
    E = top + band(k_grid)
    diff = fermi(E, ms, temp) - fermi(E, md, temp)
    return 2 * e * np.sum(k_weight * velocity * diff) / (2 * np.pi)


def density(band, ms, md, top, temp):
    """Electrons per nm at the barrier top."""
    E = top + band(k_grid)
    both = fermi(E, ms, temp) + fermi(E, md, temp)
    return 2 * np.sum(k_weight * both) / (2 * np.pi)


# --- Test: k-space definition against both closed forms
worst = 0.0
for band in (parabolic, two_band):
    for temp in (77.0, 300.0, 358.0):
        for top in (top_on, top_off):
            for bias in (0.01, 0.05, 0.2):
                ref = k_current(band, 0.0, -bias, top, temp)
                for formula in (log_current, occupation_current):
                    val = formula(0.0, -bias, top, temp)
                    worst = max(worst, abs(val / ref - 1))
assert worst < 1e-6

# --- Test: same current, different charge for the two dispersions
n_par = density(parabolic, mu_s, mu_d, top_on, T)
n_on = density(two_band, mu_s, mu_d, top_on, T)
assert abs(n_on / n_par - 1) > 0.01

# --- Test: limits and derivatives of the k-space current
cold_lin = k_current(two_band, 0.10, 0.08, 0.0, 30.0)
cold_sat = k_current(two_band, 0.10, -0.10, 0.0, 30.0)
assert abs(cold_lin / (G0 * 0.02) - 1) < 1e-6
assert abs(cold_sat / (G0 * 0.10) - 1) < 1e-6
kT = kB * T
dilute = k_current(two_band, 0.0, -0.03, 0.30, T)
dilute_law = G0 * kT * np.exp(-0.30 / kT) * (1 - np.exp(-0.03 / kT))
assert abs(dilute / dilute_law - 1) < 1e-5
step = 1e-4
g_lin = k_current(two_band, step / 2, -step / 2, top_on, T) / step
assert abs(g_lin / (G0 * fermi(top_on, 0.0, T)) - 1) < 1e-5
slope = (k_current(two_band, mu_s, mu_d, top_on - step, T)
         - k_current(two_band, mu_s, mu_d, top_on + step, T)) / (2 * step)
slope_law = G0 * (fermi(top_on, mu_s, T) - fermi(top_on, mu_d, T))
assert abs(slope / slope_law - 1) < 1e-5


# --- Test: time evolution of two joined half chains (hopping 1, hbar 1)
def chain_plateau(mu_left, mu_right, theta, half=200):
    H_half = -(np.eye(half, k=1) + np.eye(half, k=-1))
    w, U = np.linalg.eigh(H_half)
    start = np.zeros((2 * half, 2 * half))
    start[:half, :half] = (U * expit((mu_left - w) / theta)) @ U.T
    start[half:, half:] = (U * expit((mu_right - w) / theta)) @ U.T
    H = -(np.eye(2 * half, k=1) + np.eye(2 * half, k=-1))
    w, U = np.linalg.eigh(H)
    flow = []
    for time in np.linspace(80, 180, 137):
        phase = np.exp(-1j * w * time)
        row_left = (U[half - 1] * phase) @ U.T
        row_right = (U[half] * phase) @ U.T
        flow.append(2 * np.imag(row_right @ start @ row_left.conj()))
    return np.mean(flow)


theta, mu_l, mu_r = 0.3, -1.2, -2.0


def log_part(E):
    return np.logaddexp(0, (mu_l - E) / theta) - np.logaddexp(
        0, (mu_r - E) / theta)


chain_sim = chain_plateau(mu_l, mu_r, theta)
chain_law = theta / (2 * np.pi) * (log_part(-2.0) - log_part(2.0))
assert abs(chain_sim / chain_law - 1) < 5e-3


# --- Scattering from a smooth barrier, wave marched on a fine grid
def transmission(E, U0, a, dx=0.1):
    q = np.arccos(1 - E * dx**2 / (2 * c_kin))
    right, here = np.exp(1j * q), np.ones_like(E, dtype=complex)
    for x in np.arange(8 * a, -8 * a, -dx):
        U = U0 / np.cosh(x / a)**2
        left = (2 + (U - E) * dx**2 / c_kin) * here - right
        right, here = here, left
    incident = (right - here * np.exp(-1j * q)) / (2j * np.sin(q))
    return 1 / np.abs(incident)**2


def barrier_current(top, a):
    E = 0.0005 * np.arange(1, 1601)            # above the source edge
    U0 = top - source_edge
    diff = (fermi(E + source_edge, mu_s, T)
            - fermi(E + source_edge, mu_d, T))
    return G0 * 0.0005 * np.sum(transmission(E, U0, a) * diff)


E_test = np.array([0.08, 0.10, 0.12])
ka = np.pi * half_width * np.sqrt(E_test / c_kin)
wall = np.cosh(np.pi / 2 * np.sqrt(4 * 0.1 * half_width**2 / c_kin - 1))**2
T_exact = np.sinh(ka)**2 / (np.sinh(ka)**2 + wall)
assert np.max(np.abs(transmission(E_test, 0.1, half_width) - T_exact)) < 5e-3

I_on = log_current(mu_s, mu_d, top_on, T)
I_off = log_current(mu_s, mu_d, top_off, T)
wave_on = barrier_current(top_on, half_width) / I_on - 1
wave_wide = barrier_current(top_on, 4 * half_width) / I_on - 1
wave_off = barrier_current(top_off, half_width) / I_off - 1
assert abs(wave_wide) < 3e-3 and abs(wave_wide) < abs(wave_on) / 5

# --- Backscattering within the layer where the barrier falls by kT
U0_on = top_on - source_edge
layer = half_width * np.arccosh(1 / np.sqrt(1 - kT / U0_on))
through = mean_free_path / (mean_free_path + layer)
slab_r = layer / 2000 / mean_free_path
stack = 1.0
for _ in range(2000):                          # incoherent multiple bounces
    stack = stack * (1 - slab_r) / (1 - (1 - stack) * slab_r)
assert abs(stack - through) < 1e-4

# --- Other neglected effects
I_series = brentq(lambda I: log_current(mu_s - I * R_contact,
                                        mu_d + I * R_contact,
                                        top_on, T) - I, 0, 1e-5)
I_second = 2 * log_current(mu_s, mu_d, top_on + spacing, T)
charge_volt = e * 1e9 / C_gate                 # V per (electron/nm)
top_zero = brentq(lambda E: E - top_on - charge_volt * (
    density(two_band, 0.0, 0.0, E, T) - n_on), top_on, 0.2)
n_zero = density(two_band, 0.0, 0.0, top_zero, T)
I_frozen = log_current(mu_s, mu_d, top_zero, T)
I_coupled = log_current(mu_s, mu_d, top_on - drain_coupling * V, T)
drain_edge = source_edge - V
hot_share = log_current(mu_s, mu_d, drain_edge + gap, T) / I_on
swing_off = np.log(10) * I_off / (
    G0 * (fermi(top_off, mu_s, T) - fermi(top_off, mu_d, T)))


def show(label, value, unit, fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}")


def percent(label, ratio):
    print(f"{label}: {100 * ratio:+.2f} %")


print("INPUTS")
print(f"mass {mass} m0, gap {gap} eV, next subband +{spacing} eV (x2)")
print(f"T {T} K, V {V} V, top on {top_on} eV, off {top_off} eV, mu_s 0")
print(f"source edge {source_edge} eV, barrier half-width {half_width} nm")
print(f"contacts {R_contact} ohm each, free path {mean_free_path} nm")
print(f"gate C {C_gate*1e9} nF/m, drain coupling {drain_coupling} eV/V")
print("TESTS")
show("largest relative error, k integral vs formula", worst, "", ".1e")
show("chain current, time evolution", chain_sim, "hopping/hbar", ".5f")
show("chain current, finite-band formula", chain_law, "hopping/hbar", ".5f")
print("ON STATE")
show("kT", kT * 1e3, "meV", ".3f")
show("2e^2/h", G0 * 1e6, "uS", ".3f")
show("current unit 2e kT/h", G0 * kT * 1e6, "uA")
show("(mu_s-top)/kT", (mu_s - top_on) / kT, "")
show("(mu_d-top)/kT", (mu_d - top_on) / kT, "")
show("source logarithm", np.logaddexp(0, (mu_s - top_on) / kT), "", ".5f")
show("drain logarithm", np.logaddexp(0, (mu_d - top_on) / kT), "", ".5f")
show("source occupation at top", fermi(top_on, mu_s, T), "", ".5f")
show("drain occupation at top", fermi(top_on, mu_d, T), "", ".5f")
show("current", I_on * 1e6, "uA")
show("small-bias conductance", G0 * fermi(top_on, 0, T) * 1e6, "uS", ".2f")
show("-dI/dtop", slope_law * 1e6, "uA/eV", ".2f")
show("density, two-band dispersion", n_on, "1/nm", ".5f")
show("density, parabolic dispersion", n_par, "1/nm", ".5f")
show("mean velocity I/(e n)", I_on / (e * n_on) * 1e-9, "m/s", ".3e")
for bias in (0.01, 0.03, 0.05, 0.10):
    show(f"current at V={bias:.2f} V, same top",
         log_current(0, -bias, top_on, T) * 1e6, "uA")
print("OFF STATE")
show("current", I_off * 1e9, "nA", ".2f")
show("swing limit kT ln10/e", kT * np.log(10) * 1e3, "mV/decade", ".2f")
show("swing at this point", swing_off * 1e3, "mV/decade", ".2f")
print("NEGLECTED EFFECTS (change of current)")
percent("contact resistance, on", I_series / I_on - 1)
show("kT layer length", layer, "nm", ".2f")
percent("backscattering, on", through - 1)
percent("second subband, on", I_second / I_on)
percent("tunnelling and reflection, on", wave_on)
percent("same, barrier four times wider", wave_wide)
percent("tunnelling and reflection, off", wave_off)
show("top at V=0, same gate, by charge", top_zero * 1e3, "meV", ".2f")
show("density at V=0, same gate", n_zero, "1/nm", ".5f")
percent("top frozen at that V=0 value, on", I_frozen / I_on - 1)
percent("added direct drain coupling, on", I_coupled / I_on - 1)
percent(f"at {T_hot} K, on", log_current(0, -V, top_on, T_hot) / I_on - 1)
show(f"ratio of currents {T_hot} K to {T} K, off",
     log_current(0, -V, top_off, T_hot) / I_off, "", ".3f")
show("band-to-band margin, on", drain_edge - (top_on - gap), "eV", ".3f")
show("band-to-band margin, off", drain_edge - (top_off - gap), "eV", ".3f")
percent("share above gap energy in drain, on", hot_share)
print("all tests passed")
```

Printed output:

```
INPUTS
mass 0.05 m0, gap 0.5 eV, next subband +0.15 eV (x2)
T 300.0 K, V 0.2 V, top on -0.05 eV, off 0.1 eV, mu_s 0
source edge -0.15 eV, barrier half-width 15.0 nm
contacts 1000.0 ohm each, free path 150.0 nm
gate C 1.0 nF/m, drain coupling 0.05 eV/V
TESTS
largest relative error, k integral vs formula: 2.8e-08 
chain current, time evolution: 0.09744 hopping/hbar
chain current, finite-band formula: 0.09743 hopping/hbar
ON STATE
kT: 25.852 meV
2e^2/h: 77.481 uS
current unit 2e kT/h: 2.0030 uA
(mu_s-top)/kT: 1.9341 
(mu_d-top)/kT: -5.8023 
source logarithm: 2.06910 
drain logarithm: 0.00302 
source occupation at top: 0.87370 
drain occupation at top: 0.00301 
current: 4.1384 uA
small-bias conductance: 67.70 uS
-dI/dtop: 67.46 uA/eV
density, two-band dispersion: 0.08007 1/nm
density, parabolic dispersion: 0.07480 1/nm
mean velocity I/(e n): 3.226e+05 m/s
current at V=0.01 V, same top: 0.6588 uA
current at V=0.03 V, same top: 1.8350 uA
current at V=0.05 V, same top: 2.7561 uA
current at V=0.10 V, same top: 3.8740 uA
OFF STATE
current: 41.41 nA
swing limit kT ln10/e: 59.53 mV/decade
swing at this point: 60.14 mV/decade
NEGLECTED EFFECTS (change of current)
contact resistance, on: -6.30 %
kT layer length: 8.41 nm
backscattering, on: -5.31 %
second subband, on: +2.00 %
tunnelling and reflection, on: +1.37 %
same, barrier four times wider: +0.08 %
tunnelling and reflection, off: +25.01 %
top at V=0, same gate, by charge: -40.24 meV
density at V=0, same gate: 0.14098 1/nm
top frozen at that V=0 value, on: -15.50 %
added direct drain coupling, on: +16.65 %
at 358.0 K, on: +3.59 %
ratio of currents 358.0 K to 300.0 K, off: 2.211 
band-to-band margin, on: 0.200 eV
band-to-band margin, off: 0.050 eV
share above gap energy in drain, on: +0.15 %
all tests passed
```
